# Sixfold Second-Harmonic Pattern and Crystal Orientation of a D3h Monolayer

## 1. The situation

A flake of monolayer MoS$_2$ on glass may have irregular edges, so that its outline does not show how the lattice is turned. Yet the lattice direction must be known before the flake is stacked on another layer at a chosen twist angle or a channel is cut along a chosen axis. A laser beam at normal incidence can supply it. The layer has no inversion centre and emits light at twice the pump frequency. If the pump polarisation and a parallel analyser are turned together, the detected intensity shows six lobes. This appendix derives their shape, fixes their position relative to the atoms, and gives the orientation estimate with its error.

The layer lies in the $xy$ plane. The $x$ axis is the armchair direction, defined as the in-plane projection of a metal-to-chalcogen bond. The zigzag directions, which join nearest metal atoms, lie at $30^\circ$ from it and repeat every $60^\circ$. The laboratory angle of the pump polarisation is $\phi$, that of the armchair axis is $\phi_0$, and $u=\phi-\phi_0$. All angles are counted in the same sense.

Fields are written $E(t)=\mathrm{Re}[E e^{-i\omega t}]$, and the susceptibility is defined by $P(t)=\varepsilon_0\chi E(t)^2$. Since

$$E(t)^2=\tfrac14\left(E^2e^{-2i\omega t}+E^{*2}e^{2i\omega t}\right)+\tfrac12|E|^2=\mathrm{Re}\left[\tfrac12E^2e^{-2i\omega t}\right]+\tfrac12|E|^2,$$

the amplitude at $2\omega$ is

$$P_i(2\omega)=\tfrac12\varepsilon_0\sum_{jk}\chi_{ijk}E_jE_k .$$

The factor $\tfrac12$ belongs to this convention; a value of $\chi$ defined without it must be converted. Both pump photons come from one beam, so $\chi_{ijk}=\chi_{ikj}$. The response is taken as electric-dipole and of second order in the field.

## 2. The susceptibility tensor

Put a metal atom at the origin. Its six chalcogen neighbours project onto three in-plane directions, $0^\circ$, $120^\circ$ and $240^\circ$, with one atom above and one below the metal plane in each. Three operations leave the lattice unchanged: the reflection $z\to-z$, the rotation by $120^\circ$ about $z$, and the reflection $y\to-y$. Together they generate the 12 operations of $D_{3h}$.

The reflection $z\to-z$ reverses each component with an odd number of $z$ indices, so these vanish. The components with two $z$ indices, such as $(\chi_{xzz},\chi_{yzz})$, transform as an in-plane vector $\mathbf v$. Invariance requires $\mathbf v=R\mathbf v=R^2\mathbf v$, where $R$ is the $120^\circ$ rotation. But $\mathbf v+R\mathbf v+R^2\mathbf v=0$, so $\mathbf v=0$. In the free layer a $z$ component of the pump therefore drives nothing, and no $z$ polarisation is produced. A substrate on one side removes the mirror $z\to-z$ and lowers the symmetry to $C_{3v}$, which allows components with an odd number of $z$ indices. The in-plane components keep the form derived below, and the added ones play no part at normal incidence, where the pump has no $z$ component and a $z$ dipole does not radiate along the normal.

For the remaining in-plane components, use $E_\pm=E_x\pm iE_y$ and likewise $P_\pm$. The general quadratic relation is

$$P_+=\tfrac12\varepsilon_0\left(A E_-^2+B E_+E_-+C E_+^2\right).$$

A rotation by $\alpha$ multiplies $E_\pm$ and $P_\pm$ by $e^{\pm i\alpha}$. The left side acquires $e^{i\alpha}$, while the three terms on the right acquire $e^{-2i\alpha}$, $1$ and $e^{2i\alpha}$. At $\alpha=120^\circ$ only the first agrees with the left side, because $e^{-2i\alpha}=e^{i\alpha}e^{-3i\alpha}=e^{i\alpha}$. Thus $B=C=0$. The same argument gives $P_-=\tfrac12\varepsilon_0A'E_+^2$. The reflection $y\to-y$ exchanges plus and minus, so $A'=A$. Returning to Cartesian components,

$$P_x=\tfrac12(P_++P_-)=\tfrac12\varepsilon_0A(E_x^2-E_y^2),$$

$$P_y=\frac{P_+-P_-}{2i}=\tfrac12\varepsilon_0A\,\frac{-4iE_xE_y}{2i}=-\tfrac12\varepsilon_0A\,(2E_xE_y).$$

Hence $A=\chi_{xxx}\equiv\chi$, and

$$\chi_{xxx}=-\chi_{xyy}=-\chi_{yxy}=-\chi_{yyx}=\chi,$$

with all other components zero. The constant may be complex, as it is when the layer absorbs.

The number of constants can be confirmed by averaging the cube of the trace over the group. The identity contributes $27$, the two threefold rotations $0$, the three in-plane twofold rotations $-3$, the horizontal mirror $1$, the two rotation-reflections $2(-2)^3=-16$, and the three vertical mirrors $3$. The sum is $12$; divided by 12 operations, it gives one constant.

The choice of axes matters when a tensor is copied into a code. If $x$ is taken along zigzag, the vertical mirror is $x\to-x$, and the surviving constant is $\chi_{yyy}$. The co-polarised amplitude then varies as the sine of three times the angle from zigzag. The physical lobes do not move.

## 3. The pattern

For a linearly polarised pump of amplitude $E_0$, $E_\pm=E_0e^{\pm iu}$ in the crystal frame. Therefore $P_\pm=\tfrac12\varepsilon_0\chi E_0^2e^{\mp2iu}$, or

$$\mathbf P=\tfrac12\varepsilon_0\chi E_0^2\,(\cos2u,\,-\sin2u).$$

The polarisation points at $-2u$: when the pump turns one way, the induced dipole turns the other way at twice the rate. Projection on the parallel direction $(\cos u,\sin u)$ and the crossed direction $(-\sin u,\cos u)$ gives

$$P_\parallel\propto\cos2u\cos u-\sin2u\sin u=\cos3u,$$

$$P_\perp\propto-\cos2u\sin u-\sin2u\cos u=-\sin3u.$$

The co-polarised intensity is

$$I_\parallel=I_0\cos^2[3(\phi-\phi_0)]=\frac{I_0}{2}\left\{1+\cos[6(\phi-\phi_0)]\right\}.$$

Its maxima lie along armchair and its zeros along zigzag directions. The crossed pattern is turned by $30^\circ$, and the two intensities add to a constant.

A simple bond picture gives the same placement. Let each projected bond respond along itself, in proportion to the square of the field along it. The co-polarised response is then a sum of cubes:

$$\sum_{k=0}^{2}\cos^3(u-120^\circ k)=\tfrac14\sum_k\left[3\cos(u-120^\circ k)+\cos3u\right]=\tfrac34\cos3u.$$

The terms linear in the cosine cancel among three equally spaced bonds. Along armchair the aligned bond contributes $1$ and the other two $-\tfrac18$ each, which leaves $\tfrac34$; along zigzag one bond is perpendicular to the field and the other two cancel.

**What intensity cannot tell.** A crystal turned by $60^\circ$ has $\cos3u\to-\cos3u$: the emitted field is reversed, but the intensity is the same. The metal-to-chalcogen direction repeats every $120^\circ$, whereas the scan gives $\phi_0$ modulo $60^\circ$. The missing sign requires interference with a field of known phase.

Another layer can serve as such a reference. Suppose two layers emit equal amplitudes with equal phase factors, and coupling and retardation between them are neglected. With armchair angles $\phi_1$ and $\phi_2$,

$$\cos3(\phi-\phi_1)+\cos3(\phi-\phi_2)=2\cos\frac{3(\phi_1-\phi_2)}2\,\cos3\left(\phi-\frac{\phi_1+\phi_2}2\right).$$

The lobe intensity is $4\cos^2[3(\phi_1-\phi_2)/2]$ times that of one layer. It is fourfold for parallel layers and zero for layers turned by $60^\circ$. Between these two cases the stack still has six lobes, but they mark the mean angle, not the axis of either layer.

**What must turn.** The co-polarised pattern $I_\parallel$ is obtained when pump and analyser turn together, or when the sample turns between fixed parallel polarisers. If the analyser stays at angle $\beta$ from armchair while only the pump turns, the amplitude is $\cos(2u+\beta)$ and the intensity has four lobes. If one half-wave plate turns both beams, $\phi$ changes by twice the plate angle, and the plate must act correctly at both wavelengths.

## 4. Emitted intensity

The layer is much thinner than the wavelength and rests on a transparent, isotropic substrate with index $n_1$ at the pump and $n_2$ at the second harmonic. It is treated as a sheet with dipole moment per area $P_s$. Its linear response is left out here and sized in Section 7.

At the pump frequency, continuity of the tangential fields gives $1+r=t$ and $1-r=n_1t$. Adding them yields $t=2/(1+n_1)$, the ratio of the field at the sheet to the incident field.

At $2\omega$ the sheet carries the current $J=-2i\omega P_s$ per width. It sends a wave of amplitude $E_{2\omega}$ into the air and, by continuity, the same amplitude into the substrate. With the $z$ axis pointing into the substrate and the field along $x$, the magnetic fields are $H_y=-\varepsilon_0cE_{2\omega}$ in air and $H_y=n_2\varepsilon_0cE_{2\omega}$ in the substrate. The jump condition reads $-(1+n_2)\varepsilon_0cE_{2\omega}=J$, so

$$E_{2\omega}=\frac{2i\omega P_s}{\varepsilon_0c(1+n_2)}.$$

At a lobe maximum $|P_s|=\tfrac12\varepsilon_0|\chi_s|t^2E_0^2$, where $\chi_s$ is the sheet susceptibility and $E_0$ the incident amplitude. The field ratio is

$$\frac{|E_{2\omega}|}{E_0}=\frac{\omega}{c}\,\frac{|\chi_s|t^2E_0}{1+n_2}.$$

Squaring, and using $E_0^2=2I/(\varepsilon_0c)$ with $I$ the incident intensity, gives the intensity emitted into air:

$$I_{2\omega}=\frac{2\omega^2|\chi_s|^2t^4}{\varepsilon_0c^3(1+n_2)^2}\,I^2.$$

The optical factors are the same for all in-plane directions. They change the signal but not the angles.

An isotropic glass surface adds no signal at normal incidence in the dipole approximation. Its symmetry holds for each rotation angle $\alpha$, and none of the factors $e^{-2i\alpha}$, $1$, $e^{2i\alpha}$ equals $e^{i\alpha}$ for general $\alpha$. A crystalline substrate can add a field of its own, from its bulk if it lacks inversion symmetry or from its surface, and the pattern must then be recalculated.

## 5. Orientation from a scan

Take $N$ equally spaced angles over $360^\circ$, with $N$ not a divisor of 12. Write the pattern as

$$I_k=\frac{I_0}{2}\left[1+\tfrac12e^{6i(\phi_k-\phi_0)}+\tfrac12e^{-6i(\phi_k-\phi_0)}\right].$$

After multiplication by $e^{6i\phi_k}$ and summation, the first two terms vanish because they contain $\sum_ke^{6i\phi_k}$ and $\sum_ke^{12i\phi_k}$. The third gives

$$S=\sum_kI_ke^{6i\phi_k}=\frac{NI_0}{4}e^{6i\phi_0},\qquad \phi_0=\tfrac16\arg S\pmod{60^\circ}.$$

A constant background drops out of the mean of $S$. No fit or starting value is needed.

Let $A$ be the mean count at a lobe maximum. Poisson noise has variance equal to the mean count. The noise component that turns $S$ has variance

$$\sum_kA\cos^2(3u_k)\sin^2(6u_k)=\frac{NA}{4}.$$

To see this, expand $\tfrac14(1+\cos6u)(1-\cos12u)$: its constant part is $\tfrac14$, and the harmonics 6, 12 and 18 sum to zero if $N$ also does not divide 18. For small noise the angular error is one sixth of the transverse noise divided by $|S|$:

$$\sigma=\frac16\,\frac{\sqrt{NA/4}}{NA/4}=\frac{1}{3\sqrt{NA}}\ \text{rad}.$$

This is the shot-noise error of the estimate from $S$, not the lowest that the counts allow. With mean counts $\mu_k=A\cos^2(3u_k)$ and no background, the Fisher information is $\sum_k(\partial\mu_k/\partial\phi_0)^2/\mu_k=36A\sum_k\sin^2(3u_k)=18NA$, so the Cramér–Rao bound $1/\sqrt{18NA}$ is smaller by a factor $\sqrt2$.

A constant background of $b$ counts per angle adds $b\sum_k\sin^2(6u_k)=Nb/2$ to the variance and multiplies $\sigma$ by $\sqrt{1+2b/A}$.

## 6. Worked example: MoS$_2$ on fused silica

The pump wavelength is 800 nm, and the second harmonic is at 400 nm. Rough values for the layer are $|\chi_s|=0.05$ nm$^2$/V and thickness 0.65 nm, equivalent to a bulk susceptibility of 77 pm/V. The substrate indices are $n_1=1.45$ and $n_2=1.47$. The chosen laser settings are 1.0 mW average power, 200 fs pulses (full width at half maximum), 80 MHz repetition rate and a $1/e^2$ beam radius of $w=1.0$ µm. The armchair axis is set at $17^\circ$.

For pulses Gaussian in space and time, the peak intensity is the pulse energy times $2/(\pi w^2)$ times $2\sqrt{\ln2/\pi}/\tau$, with $\tau$ the pulse length. This gives 3.74 GW/cm$^2$ and a peak incident field of 1.68 MV/cm. Since 1 MV/cm is 0.1 V/nm, the field ratio at a lobe maximum is

$$\frac{2\pi}{800}\times\frac{0.05\times0.816^2\times0.168}{2.47}=1.78\times10^{-5}.$$

Its square is the peak intensity conversion, $3.16\times10^{-10}$, so the peak second-harmonic intensity is 1.18 W/cm$^2$. Depletion of the pump is negligible.

The signal follows $I^2$, which narrows the beam area by a factor 2 and the pulse by $\sqrt2$. With the normal-incidence factors used for all rays of the focused beam, the average emitted power is

$$\frac{3.16\times10^{-10}\times1.0\ \text{mW}}{2\sqrt2}=112\ \text{fW},$$

or $2.25\times10^5$ photons per second. With an assumed total detection efficiency of 1 % and 1 s per angle, $A\approx2250$ counts.

The expected count is 891 at $\phi=0^\circ$, where $\cos^2(51^\circ)=0.396$. It is 2251 at $17^\circ$, half of that at $32^\circ$, and zero at $47^\circ$, a zigzag direction. For 36 angles,

$$\sigma=\frac{1}{3\sqrt{36\times2251}}=1.17\times10^{-3}\ \text{rad}=0.067^\circ.$$

In 4000 simulated scans with Poisson noise the spread was $0.066^\circ$. One of them gave $16.91^\circ$, about 1.3 standard errors from the true value.

## 7. What changes the pattern, and by how much

**Analyser offset.** If the analyser stands at $u+\delta$ instead of $u$, projection of a dipole at $-2u$ gives $\cos(3u+\delta)$. The pattern moves by $-\delta/3$. An offset of $1^\circ$ moves it by $-0.33^\circ$, five times the shot-noise error above. An error in the zero of the common angle scale enters in full.

**Elliptical pump.** Let the pump be $E_0(\cos\eta\,\mathbf e+i\sin\eta\,\mathbf e_\perp)$, where $\mathbf e$ is the analyser direction, $\mathbf e_\perp$ the in-plane direction $90^\circ$ ahead of it, and $\eta$ is constant during the scan. Then $E_\pm=E_0e^{\pm iu}(\cos\eta\mp\sin\eta)$ and $E_\pm^2=E_0^2e^{\pm2iu}(1\mp\sin2\eta)$. The parallel projection $\tfrac12(P_+e^{-iu}+P_-e^{iu})$ is proportional to

$$\tfrac12\left[(1+\sin2\eta)e^{-3iu}+(1-\sin2\eta)e^{3iu}\right]=\cos3u-i\sin2\eta\,\sin3u.$$

The intensity becomes $\cos^23u+\sin^2(2\eta)\sin^23u$. The zeros fill in, but the lobes stay in place. For $\eta=3^\circ$ the minimum is 1.1 % of the maximum.

**Twofold distortion.** Strain or oblique incidence singles out an in-plane axis, here at angle $\psi$ from armchair. As a model, let each of the three field directions in the response be stretched by $1+d$ along that axis and $1-d$ across it. A unit vector $\mathbf e(u)$ becomes $\mathbf e(u)+d\,\mathbf e(2\psi-u)$. For three unit vectors, the tensor gives $\chi$ times the cosine of the sum of their angles. Expanding the triple product gives the amplitude

$$\cos3u+3d\cos(u+2\psi)+3d^2\cos(u-4\psi)+d^3\cos(3u-6\psi).$$

Near $u=0$ the terms that fix the maximum are $-\tfrac92u^2-3d\,u\sin2\psi$, so that lobe moves by $-(d/3)\sin2\psi$. To first order the lobe intensities change by $6d\cos(240^\circ n+2\psi)$ relative to the undistorted maximum, where $n$ numbers the lobes. Their greatest spread is $6\sqrt3\,d$.

The sixth harmonic of the squared amplitude comes from the third-harmonic terms alone. Its angle moves by $(d^3/3)\sin6\psi$ to leading order. The estimate of Section 5 is therefore much less sensitive to uneven lobes than the position of a single maximum, provided that $N$ also does not divide 8 or 10. Otherwise the second and fourth harmonics of the uneven pattern enter the sampled sum $S$ and shift the angle at first order in $d$. Any $N$ above 12 avoids this.

This does not depend on the stretching model. For any weak symmetric in-plane strain, the shift must be unchanged under $\psi\to\psi+180^\circ$ and $\psi\to\psi+120^\circ$, and must reverse under $\psi\to-\psi$. Its lowest harmonic is $\sin6\psi$. Strain enters through $e^{\pm2i\psi}$, so for a response analytic in strain the shift begins at third order.

For residual strain of 0.1 %, a bond model was used in which the response of a bond grows as the 20th power of its length. The exponent is an assumption, not fitted to MoS$_2$ and not an upper bound. The height spread and the single-lobe shift grow nearly in proportion to it, and the strain response of a real layer depends on wavelength and can differ from this model in size and sign. Over all tested strain axes, the largest lobe-height spread is 3.1 % and the largest single-lobe shift $0.06^\circ$, while the largest sixth-harmonic shift is about $10^{-7}$ degrees. The shifts are counted from the armchair axis of the unstrained lattice; the single bond projections turn by up to half the strain in radians, here $0.03^\circ$.

The focused beam contains oblique rays, with a divergence angle of $14.6^\circ$. One such ray, taken alone, gives a height spread of up to 6.2 %, a single-lobe shift of up to $0.11^\circ$ and a sixth-harmonic shift of up to $4\times10^{-6}$ degrees. These agree with $d\approx0.006$ in the formulas above. In a round beam, the first-order amplitude term averages to zero over the ray directions. Polarisation changes inside the lens are not included.

**Linear response of the layer.** With rough permittivities of 18 at the pump and $10+20i$ at the second harmonic, and the layer's finite thickness, the emitted power is 0.85 times the sheet result at the same $\chi_s$. The angle error then grows by $1/\sqrt{0.85}$, or 8 %. The lobes do not move, because this response is isotropic in the plane.

**Strong pump field.** The field at the layer, multiplied by the lattice constant and the electron charge, is 0.043 eV. The pump photon lies about 0.30 eV below the A exciton, at roughly 1.85 eV. The squared ratio, 0.02, suggests a correction of a few per cent in order of magnitude from this detuning alone. It leaves out two-photon absorption near 3 eV and is not a calculated response.

The next even order of response, the fourth, leaves the angular form unchanged. Its co-polarised amplitude is a homogeneous fifth-degree polynomial in $\cos u$ and $\sin u$, which contains harmonics 1, 3 and 5. Threefold symmetry keeps the third, and the vertical mirror selects $\cos3u$. A different harmonic, the ninth, first becomes possible at eighth order.

## 8. Reading the numbers for a real flake

The laser settings were chosen for the example, and the material values are rough ones for MoS$_2$. The least certain input is $\chi_s$, which varies strongly with wavelength near the absorption around 3 eV. With all else fixed, the counts scale as $|\chi_s|^2$ and the shot-noise error as $1/|\chi_s|$. A value three times smaller would leave about 250 counts at a maximum and an error of $0.2^\circ$.

Of the departures sized here, the layer's linear response changes the signal most, by 15 %, but does not turn the pattern. A real setup also departs from perfect polariser alignment, and a $1^\circ$ analyser offset alone shifts the result by five times the shot-noise error. Longer counting will not reduce it; the common angle scale and the analyser offset must be calibrated. The computed values are collected in the numerical output below.

## Calculated quantities

```
symmetry operations found: 12
independent constants: 1
pump wavelength: 800 nm
SH wavelength: 400 nm
pump photon energy: 1.550 eV
sheet susceptibility (rough): 0.05 nm^2/V
layer thickness (rough): 0.65 nm
equivalent bulk value: 77 pm/V
substrate index, pump and SH: 1.45, 1.47
average pump power: 1.0 mW
pulse length (FWHM): 200 fs
repetition rate: 80 MHz
beam radius (1/e^2): 1.0 um
peak pump intensity: 3.74 GW/cm^2
peak incident field: 1.68 MV/cm
pump field factor t: 0.816
peak SH intensity: 1.18 W/cm^2
peak intensity conversion: 3.16e-10
average SH power, lobe maximum: 111.8 fW
emitted SH photons: 2.25e+05 per s
total detection efficiency: 1.0 %
dwell per angle: 1.0 s
number of angles: 36
counts at lobe maximum: 2251
true armchair angle: 17.0 deg
expected counts at 0 deg: 891
expected counts at 17 deg: 2251
expected counts at 32 deg: 1125
expected counts at 47 deg: 0
angle from one noisy scan: 16.914 deg
shot-noise error, formula: 0.0671 deg
shot-noise error, 4000 scans: 0.0659 deg
analyser offset: 1.0 deg
pattern shift from offset: -0.333 deg
pump ellipticity angle: 3.0 deg
minimum/maximum from ellipticity: 0.0109
layer permittivity, pump (rough): 18
layer permittivity, SH (rough): (10+20j)
SH power ratio with layer response: 0.850
residual strain: 0.1 %
assumed bond-length exponent: 20
strain, lobe-height spread: 3.1 %
strain, largest single-lobe shift: 0.06 deg
strain, sixth-harmonic shift: 1.1e-07 deg
focus, marginal ray angle: 14.6 deg
one ray, lobe-height spread: 6.2 %
one ray, largest single-lobe shift: 0.11 deg
one ray, sixth-harmonic shift: 4.0e-06 deg
A exciton energy (rough): 1.85 eV
field energy over one cell: 0.043 eV
field energy / detuning, squared: 0.021
```
